# Light shifts of atomic levels: vector polarisability, magic and tune-out wavelengths

**Q.** In a static field an atomic level has a scalar and a tensor polarisability. Why should oscillation add anything beyond a frequency in the denominators?

**A.** An oscillating field can rotate, and a rotating field has a handedness that a static one lacks. To see what this does, take a level with angular momentum \(J\) in the field

\[
\mathbf E(t)=\tfrac12\mathcal E\left(\boldsymbol\epsilon\,e^{-i\omega t}+\boldsymbol\epsilon^*e^{i\omega t}\right),\qquad |\boldsymbol\epsilon|=1,
\]

with coupling \(-\mathbf d\cdot\mathbf E\), in Hartree atomic units. Let \(c_k\) be the amplitude of a state \(k\) lying \(\Delta\) above the level, and \(c_a\) the amplitudes within the level, whose energy is set to zero. Then

\[
i\dot c_k=\Delta c_k-\tfrac12\mathcal E\sum_a\left[(\boldsymbol\epsilon\cdot\mathbf d)_{ka}e^{-i\omega t}+(\boldsymbol\epsilon^*\!\cdot\mathbf d)_{ka}e^{i\omega t}\right]c_a .
\]

The \(c_a\) change slowly, so the driven solution is

\[
c_k=\tfrac12\mathcal E\sum_a\left[\frac{(\boldsymbol\epsilon\cdot\mathbf d)_{ka}e^{-i\omega t}}{\Delta-\omega}+\frac{(\boldsymbol\epsilon^*\!\cdot\mathbf d)_{ka}e^{i\omega t}}{\Delta+\omega}\right]c_a .
\]

Insert this into the equation for \(\dot c_a\) and keep the terms that do not oscillate. The level then evolves under \(-\tfrac14\mathcal E^2\hat\alpha\), where

\[
\hat\alpha=\sum_{J'}\left[\frac{(\boldsymbol\epsilon^*\!\cdot\mathbf d)P'(\boldsymbol\epsilon\cdot\mathbf d)}{\Delta-\omega}+\frac{(\boldsymbol\epsilon\cdot\mathbf d)P'(\boldsymbol\epsilon^*\!\cdot\mathbf d)}{\Delta+\omega}\right]
\]

and \(P'\) projects onto the other level, \(J'\). The two terms have exchanged polarisations and different denominators. Whatever changes sign under \(\boldsymbol\epsilon\leftrightarrow\boldsymbol\epsilon^*\) therefore survives in each level's term when \(\omega\neq0\), although the terms of different levels \(J'\) can cancel in the sum.

**Q.** Why a quarter? The static shift is \(-\tfrac12\alpha E^2\).

**A.** For linear light the time average of \(E^2\) is \(\mathcal E^2/2\), and \(-\tfrac12\alpha\cdot\tfrac12\mathcal E^2=-\tfrac14\alpha\mathcal E^2\). The expression is of second order in the field. It needs detunings large compared with linewidths and with the couplings \(\mathcal E|d|\). Dropping the oscillating terms also requires, in general, that \(\omega\) be large compared with the light shift itself. As a test, an atom with \(J=\tfrac12\), \(J'=\tfrac32\) was propagated through one period in weak elliptical light. The norm of the difference between its shift matrix and the formula's was \(6\times10^{-5}\) of the norm of the formula's matrix.

**Q.** The operator still contains every dipole matrix element. How do you reduce it without a table of coupling coefficients?

**A.** By rotational symmetry. The three vectors \(\mathbf e_j\) behave as a spin 1. The state \(P'd_j|JM\rangle\) must therefore be the \(J'\) part of the product \(\mathbf e_j\otimes|JM\rangle\), up to one constant \(N\). This is the Wigner–Eckart theorem. Since \(d_i\) is Hermitian,

\[
P_Jd_iP'd_jP_J=|N|^2\langle\mathbf e_i|\Pi_{J'}|\mathbf e_j\rangle ,
\]

where \(\Pi_{J'}\) projects the product space onto total angular momentum \(J'\). Set \(i=j\), sum over \(i\), and take the trace over \(M\). The left side gives \(S\), the sum of all squared dipole components between the two levels, which is the squared reduced matrix element. The right side gives \(|N|^2(2J'+1)\). Hence \(|N|^2=S/(2J'+1)\).

**Q.** That moves the difficulty into \(\Pi_{J'}\).

**A.** There it is easy, because \(X=\mathbf s\cdot\mathbf J\), with \(\mathbf s\) the spin 1, has the eigenvalue \(\tfrac12[J'(J'+1)-J(J+1)-2]\). This equals \(J\), \(-1\), \(-(J+1)\) for \(J'=J+1,\,J,\,J-1\). A projector is the polynomial in \(X\) that is 1 at its own eigenvalue and 0 at the other two:

\[
\Pi_{J+1}=\frac{(X+1)(X+J+1)}{(J+1)(2J+1)}=\frac{X^2+(J+2)X+J+1}{(J+1)(2J+1)},
\]

\[
\Pi_J=\frac{(X-J)(X+J+1)}{-J(J+1)}=-\frac{X^2+X-J(J+1)}{J(J+1)},
\]

\[
\Pi_{J-1}=\frac{(X-J)(X+1)}{J(2J+1)}=\frac{X^2+(1-J)X-J}{J(2J+1)} .
\]

Write each as \(k_0+k_1X+k_2X^2\). What remains is to contract \(X\) and \(X^2\) with the polarisation.

**Q.** Please show the indices; a sign could be lost there.

**A.** The spin-1 matrices in the Cartesian basis are \((s_k)_{ij}=-i\varepsilon_{kij}\). Define

\[
\mathbf C=-i\,\boldsymbol\epsilon^*\times\boldsymbol\epsilon .
\]

Then \(\epsilon_i^*\epsilon_jX_{ij}=-i\varepsilon_{kij}\epsilon_i^*\epsilon_jJ_k=\mathbf C\cdot\mathbf J\). For \(\boldsymbol\epsilon=-(\hat x+i\hat y)/\sqrt2\), which is \(\sigma^+\) light along \(z\), \(\boldsymbol\epsilon^*\times\boldsymbol\epsilon=i\hat z\), so \(\mathbf C=\hat z\). Thus \(\mathbf C\) is the mean photon spin; it vanishes for linear light.

For the square,

\[
(s_ks_l)_{ij}=-\varepsilon_{kim}\varepsilon_{lmj}=\varepsilon_{kim}\varepsilon_{ljm}=\delta_{kl}\delta_{ij}-\delta_{kj}\delta_{il},
\]

so \((X^2)_{ij}=\mathbf J^2\delta_{ij}-J_jJ_i\). Contraction gives \(J(J+1)-(\boldsymbol\epsilon\cdot\mathbf J)(\boldsymbol\epsilon^*\!\cdot\mathbf J)\). Split the product into half its anticommutator, \(Q=\tfrac12\{\boldsymbol\epsilon^*\!\cdot\mathbf J,\boldsymbol\epsilon\cdot\mathbf J\}\), and half its commutator. Since \([\mathbf a\cdot\mathbf J,\mathbf b\cdot\mathbf J]=i(\mathbf a\times\mathbf b)\cdot\mathbf J\), the latter is

\[
\tfrac i2(\boldsymbol\epsilon\times\boldsymbol\epsilon^*)\cdot\mathbf J=-\tfrac i2(\boldsymbol\epsilon^*\times\boldsymbol\epsilon)\cdot\mathbf J=\tfrac12\mathbf C\cdot\mathbf J .
\]

The contracted projector is therefore

\[
\left[k_0+k_2J(J+1)-k_2Q\right]+\left(k_1-\tfrac12k_2\right)\mathbf C\cdot\mathbf J .
\]

**Q.** And the frequency factors?

**A.** Exchanging \(\boldsymbol\epsilon\) and \(\boldsymbol\epsilon^*\) leaves \(Q\) alone and reverses \(\mathbf C\). The bracket is multiplied by the sum of the two denominators' inverses, the last term by their difference:

\[
\frac1{\Delta-\omega}\pm\frac1{\Delta+\omega}=\frac{2\Delta}{\Delta^2-\omega^2}\ \ (+),\qquad \frac{2\omega}{\Delta^2-\omega^2}\ \ (-).
\]

Next, separate the mean over \(M\) from the bracket. The trace of \(J_iJ_j\) is proportional to \(\delta_{ij}\), so the mean of \(Q\) is \(J(J+1)/3\). The mean of the whole bracket follows from the total trace \(2J'+1\) of \(\Pi_{J'}\), shared equally by three directions and \(2J+1\) states: it is \((2J'+1)/[3(2J+1)]\). The bracket is thus

\[
\frac{2J'+1}{3(2J+1)}-\frac{k_2}{3}\left[3Q-J(J+1)\right].
\]

Multiplying by \(S/(2J'+1)\) turns the first term into \(b=S/[3(2J+1)]\). With conventional normalisations,

\[
\hat\alpha=\alpha_s+\alpha_v\frac{\mathbf C\cdot\mathbf J}{2J}+\alpha_t\frac{3Q-J(J+1)}{J(2J-1)},
\]

\[
\alpha_s=\sum\frac{2b\Delta}{\Delta^2-\omega^2},\quad
\alpha_v=\sum\frac{2bv\,\omega}{\Delta^2-\omega^2},\quad
\alpha_t=\sum\frac{2bt\,\Delta}{\Delta^2-\omega^2}.
\]

Comparing coefficients gives

\[
v=\frac{6J(2J+1)}{2J'+1}\left(k_1-\tfrac12k_2\right),\qquad t=-\frac{J(2J-1)(2J+1)}{2J'+1}\,k_2 .
\]

From the polynomials, \(k_1-\tfrac12k_2\) is \(k_2\) times \(J+\tfrac32\), \(\tfrac12\), \(\tfrac12-J\) in the three cases. Therefore

- \(J'=J+1\): \(v=\dfrac{3J}{J+1}\), \(t=-\dfrac{J(2J-1)}{(J+1)(2J+3)}\)
- \(J'=J\): \(v=-\dfrac3{J+1}\), \(t=\dfrac{2J-1}{J+1}\)
- \(J'=J-1\): \(v=-3\), \(t=-1\)

For \(J=0\) only \(\alpha_s\) exists, and for \(J=\tfrac12\) there is no tensor term. The decomposition was tested against explicit dipole matrices for \(J\) from 0 to 2 and agreed to rounding error.

**Q.** What does the vector term do physically?

**A.** It is linear in \(\mathbf J\), so it acts like a magnetic field along the photon spin. It vanishes for linear light and, being proportional to \(\omega\), in the static limit. Different lines can also cancel: for \(J=\tfrac12\) with lines to \(J'=\tfrac12\) (\(v=-2\)) and \(J'=\tfrac32\) (\(v=+1\)) of strengths 1:2, \(\alpha_v\) is zero at every frequency if the two lines coincide, and only their splitting makes it nonzero.

**Q.** A tune-out wavelength is where the polarisability vanishes. Why should there be one?

**A.** Take the scalar part first, with \(f_k=\Delta_kS_k\) and \(x=\omega^2\). Up to a positive factor it is \(\sum_kf_k/(\Delta_k^2-x)\), whose derivative is \(\sum_kf_k/(\Delta_k^2-x)^2\). For a ground level all \(f_k\) are positive, so the sum rises throughout each gap between neighbouring lines, from \(-\infty\) just above one to \(+\infty\) just below the next. It crosses zero once. The lower line, driven above its resonance, responds in antiphase and cancels the in-phase response of the upper line. For an excited level, downward lines have \(f_k<0\) and this argument fails.

With two lines, \(f_1(\Delta_2^2-\omega^2)+f_2(\Delta_1^2-\omega^2)=0\) gives

\[
\omega_0^2=\frac{f_1\Delta_2^2+f_2\Delta_1^2}{f_1+f_2}.
\]

As a model, let a \(J=\tfrac12\) level have lines to \(J'=\tfrac12\) at \(\Delta_1=0.060\) hartree with \(S_1=10\), and to \(J'=\tfrac32\) at \(\Delta_2=0.061\) hartree with \(S_2=20\). Then \(f_1=0.60\), \(f_2=1.22\), and

\[
\omega_0^2=\frac{0.60(0.061)^2+1.22(0.060)^2}{1.82}=0.0036399,
\]

so \(\omega_0=0.06033\) hartree, or 755.2 nm.

**Q.** Does the atom then feel no light at all?

**A.** It has no second-order shift in linear light. The vector polarisability at that point is about 15 000 a.u., so a little circularity restores a shift. For light along the quantisation axis, with \(C=C_z\), the polarisability of state \(M\) is \(\alpha_s+\alpha_vCM\). Here \(b=S/6\), and \(v=-2\) and \(+1\) for the two lines. Close to the doublet, both frequency factors are nearly \(1/(\Delta-\omega)\). With \(S_2=2S_1\),

\[
\alpha\approx\frac{S_1}6\left[\frac{1-2CM}{\Delta_1-\omega}+\frac{2+2CM}{\Delta_2-\omega}\right].
\]

Setting the bracket to zero gives \((1-2CM)(\Delta_2-\omega)+(2+2CM)(\Delta_1-\omega)=0\). The weights add to 3, so

\[
\omega_0\approx\Delta_1+\frac{1-2CM}3(\Delta_2-\Delta_1).
\]

The zero moves linearly with circularity. For \(M=-\tfrac12\) it goes from 755.2 nm at \(C=0\) to 753.1 nm at \(C=0.5\) and 751.1 nm at \(C=1\). For \(M=+\tfrac12\), \(C=0.5\) it is at 757.3 nm. The approximate frequencies differ from the full ones by about 0.2% of the doublet splitting at most in these four cases.

**Q.** For \(C=1\), \(M=+\tfrac12\) your formula puts the zero on top of the first line. That cannot be right.

**A.** It marks the disappearance of the zero. With \(CM=\tfrac12\), the full expressions give

\[
\alpha=\frac{S_1}{6}\,\frac{2\Delta_1-2\omega}{\Delta_1^2-\omega^2}+\frac{S_2}{6}\,\frac{2\Delta_2+\omega}{\Delta_2^2-\omega^2}
=\frac{S_1}{3(\Delta_1+\omega)}+\frac{S_2}{6}\,\frac{2\Delta_2+\omega}{\Delta_2^2-\omega^2}.
\]

Both terms are positive throughout the gap, so nothing cancels. Absorbing a \(\sigma^+\) photon from \(M=\tfrac12\) requires \(M'=\tfrac32\), which \(J'=\tfrac12\) does not possess. The first resonance is therefore missing. On the sampled points of the gap the polarisability stays above 5000 a.u.

**Q.** Now to magic wavelengths. What has to vanish there?

**A.** The difference of two polarisabilities, \(D(\omega)=\alpha_{\rm upper}-\alpha_{\rm lower}\). The transition frequency shifts by \(-\tfrac14\mathcal E^2D\), so at \(D=0\) the trapping light leaves it unchanged to second order in the field, although each level is shifted.

Let both levels have \(J=0\), for which \(b=S/3\). The model's lower level has one line, \((\Delta,S)=(0.10,30)\). The upper level has three lines further upward: \((0.02,6)\), \((0.07,4)\) and \((0.09,12)\). Between 0.02 and 0.07 hartree only upper-level terms diverge, and \(D\) runs from \(-\infty\) to \(+\infty\). It must cross zero. The crossing is at 0.062107 hartree, or 734 nm. There,

\[
\alpha_{\rm lower}=\frac{2(0.10)(30)}{3\left(0.10^2-0.062107^2\right)}=325.6\ \text{a.u.},
\]

\[
\alpha_{\rm upper}=-23.1+179.0+169.7=325.6\ \text{a.u.}
\]

The positive value means that both levels are drawn towards high intensity, and equally strongly.

**Q.** How do you know that you have not missed other crossings?

**A.** Clearing the four denominators in \(D\) leaves a cubic in \(x=\omega^2\), with at most three roots. One is the crossing just found. A second lies between 0.07 and 0.09 hartree, where the same argument holds; it is at 0.084915 hartree, or 537 nm. For the third, look at \(x\le0\). At \(x=0\), \(D=327-200>0\). For large negative \(x\),

\[
D\approx\frac{2}{3|x|}\left(\sum f_{\rm upper}-f_{\rm lower}\right)=\frac{2(1.48-3.00)}{3|x|}<0 .
\]

So the third root has negative \(\omega^2\) and is not a real frequency. This model has two magic wavelengths.

**Q.** Then a few lines of a real atom will give its magic wavelength to the nanometre?

**A.** Only if the strengths and the contribution of the omitted lines are known accurately enough, and the accuracy required can be estimated. A gap bounded by two neighbouring upward lines of the same level must contain a crossing; the strengths, and the many lines left out, settle where in the gap it falls and whether other gaps hold crossings too. Doubling the model's lower strength to 60, for instance, makes \(D(0)=327-400<0\) and adds a third crossing below 0.02 hartree. If \(D\) changes by a small \(\delta D\), the new root satisfies \(D'\delta\omega+\delta D=0\). Since \(\lambda\propto1/\omega\),

\[
\delta\omega=-\frac{\delta D}{D'},\qquad \delta\lambda=-\lambda\frac{\delta\omega}{\omega}=\frac{\lambda}{\omega D'}\,\delta D .
\]

At the first magic point of the model \(D'=20\,543\) a.u., so

\[
\frac{\lambda}{\omega D'}=\frac{733.6\ \text{nm}}{0.062107\times20\,543}=0.575\ \text{nm per a.u.}
\]

Raising the lower level's line strength by 1% changes \(D\) by \(-3.26\) a.u. and the wavelength by \(-1.9\) nm in the linear estimate (\(-1.8\) nm when the equation is solved again). The same relative change in the upper level's 0.07 line gives \(+1.0\) nm, but in its 0.02 line only \(-0.13\) nm. Each shift is proportional to the line's term in \(D\) at the crossing (179 and \(-23\) a.u. here), and distance alone does not set it: the lower level's 0.10 line is almost as far from the crossing as the 0.02 line (0.038 against 0.042 hartree). Omitted lines that add 5 a.u. to the upper level move the crossing by 2.9 nm in the linear estimate and 3.0 nm when the equation is solved again.

To fix this crossing within 1 nm one must know \(D\) within \(1/0.575=1.7\) a.u., about 0.5% of either polarisability. These figures belong to the model. For a real atom the slope must be found from its own data, but the formula for the error is the same. A few-line model fitted to reproduce a measured magic wavelength would describe that number, not predict it.

**Q.** Does the magic wavelength depend on polarisation?

**A.** Not for two \(J=0\) levels in this treatment, since neither has a vector or tensor term. Hyperfine mixing, left out here, can introduce a small dependence.

For contrast, replace the upper level by one with \(J=1\), keep its three line positions, let all lines go to \(J'=2\), and triple the strengths. Then \(b=3S/9=S/3\) as before, so \(\alpha_s\) is the same at every frequency. Any displacement of the magic point comes from the vector and tensor terms. Here \(v=\tfrac32\) and \(t=-\tfrac1{10}\); at 734 nm, \(\alpha_v=306\) and \(\alpha_t=-32.6\) a.u.

For linear light along \(z\), \(Q=M^2\) and

\[
\alpha_M=\alpha_s+\alpha_t(3M^2-2).
\]

At the old magic point this is \(325.6+65.1=390.7\) a.u. for \(M=0\) and \(325.6-32.6=293.0\) a.u. for \(|M|=1\). The first exceeds the lower level's 325.6 a.u., so \(D>0\) and the crossing moves to lower frequency, 779 nm. The second falls short, and the crossing moves to 717 nm.

**Q.** And circular light?

**A.** For \(\sigma^+\), \(\boldsymbol\epsilon\cdot\mathbf J=-J_+/\sqrt2\) and \(\boldsymbol\epsilon^*\!\cdot\mathbf J=-J_-/\sqrt2\). Thus

\[
Q=\tfrac14(J_+J_-+J_-J_+)=\tfrac12(\mathbf J^2-J_z^2)=1-\tfrac12M^2,
\]

\[
\alpha_M=\alpha_s+\tfrac12\alpha_vM+\alpha_t\left(1-\tfrac32M^2\right).
\]

For \(M=0\) this is \(\alpha_s+\alpha_t\), the same as for \(|M|=1\) in linear light, which explains why both have their magic point at 717 nm. For \(M=\pm1\) the old magic point gives \(325.6+16.3\pm153.1\), that is 495 and 189 a.u. The crossings move in opposite directions, to 824 nm for \(M=+1\) and 668 nm for \(M=-1\). The vector term thus separates the two by 156 nm.

**Q.** Can the tensor shift be removed without changing the level?

**A.** Yes, in linear light, if a magnetic field at angle \(\theta\) to \(\boldsymbol\epsilon\) splits the \(M\) states by much more than the light shift. Only diagonal elements along the magnetic axis then matter at leading order:

\[
\langle Q\rangle=M^2\cos^2\theta+\tfrac12\left[J(J+1)-M^2\right]\sin^2\theta .
\]

Substituting \(\sin^2\theta=1-\cos^2\theta\) and collecting terms,

\[
3\langle Q\rangle-J(J+1)=\tfrac12(3\cos^2\theta-1)\left[3M^2-J(J+1)\right].
\]

At \(\cos^2\theta=\tfrac13\), or \(\theta\approx54.7^\circ\), the tensor shift vanishes for every \(M\), and the model's \(J=1\) level recovers the magic wavelength of 734 nm. Without such a field the \(M\) states can mix, and the full matrix \(\hat\alpha\) must be diagonalised. The remaining digits are in the numerical output below.

## Computed results

```
(a) doublet lines [hartree]: 0.06 0.061  S [a.u.]: 10.0 20.0
    line wavelengths [nm]: 759.389 746.940
    C=1.0 M=-0.5: tune-out 0.0606648 hartree, near-resonance 0.0606667, 751.067 nm
    C=0.5 M=-0.5: tune-out 0.0604979 hartree, near-resonance 0.0605000, 753.139 nm
    C=0.0 M=-0.5: tune-out 0.0603315 hartree, near-resonance 0.0603333, 755.217 nm
    C=0.5 M=+0.5: tune-out 0.0601655 hartree, near-resonance 0.0601667, 757.300 nm
    a_v at the linear-light tune-out [a.u.]: 15041.8
    C=1.0 M=+0.5: no zero in gap, smallest alpha 5042.1 a.u.
(b) lower J=0 line (Delta [hartree], S [a.u.]): (0.1, 30.0)
    upper J=0 lines: (0.02, 6.0) (0.07, 4.0) (0.09, 12.0)
    static alpha lower, upper [a.u.]: 200.00 326.98
    magic point: 0.062107 hartree = 733.62 nm, alpha 325.59 a.u.
    magic point: 0.084915 hartree = 536.57 nm, alpha 717.00 a.u.
    upper-level terms at first magic point [a.u.]: -23.14 179.03 169.70
    slope dD/dw there [a.u.]: 20543.3
    upper line 0.02, S +1%: linear -0.133 nm, re-solved -0.133 nm
    upper line 0.07, S +1%: linear +1.029 nm, re-solved +1.032 nm
    upper line 0.09, S +1%: linear +0.976 nm, re-solved +0.985 nm
    lower line 0.10, S +1%: linear -1.872 nm, re-solved -1.835 nm
    upper remainder +5 a.u.: linear +2.875 nm, re-solved +2.982 nm
(c) upper J=1 lines to J'=2: (0.02, 18.0) (0.07, 12.0) (0.09, 36.0)
    a_s, a_v, a_t at first magic point of (b) [a.u.]: 325.59 306.14 -32.56
    linear M=+0: magic 0.058462 hartree, 779.36 nm
    linear M=+1: magic 0.063575 hartree, 716.68 nm
    sigma+ M=+1: magic 0.055294 hartree, 824.02 nm
    sigma+ M=+0: magic 0.063575 hartree, 716.68 nm
    sigma+ M=-1: magic 0.068245 hartree, 667.64 nm
largest relative error of decomposition: 7.1e-16
relative error of light shift, propagation: 6.0e-05
```
